# Finding a grating's duty cycle from two diffraction orders: a program that tests the result

```python
"""
Result under test: a thin binary grating has I2/I1 = cos(pi f)^2.
Thus I2/I1 = 0.25 gives f = 1/3 or 2/3. Complementary duty cycles
give equal intensities in every nonzero diffraction order.
f: line width / period; t_line, t_gap: complex transmissions;
c_m: Fourier coefficient of transmission; I_m = |c_m|^2.
A rigorous coupled-wave calculation tests the thin model for a real
film thickness. TE: electric field along lines; TM: magnetic field.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy.optimize import brentq

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def coefficient(order, duty, t_line, t_gap):
    """Integrate the defining Fourier integral over line and gap."""
    total = 0j
    pieces = ((-duty / 2, duty / 2, t_line),
              (duty / 2, 1 - duty / 2, t_gap))
    for left, right, transmission in pieces:
        x = (left + right) / 2 + (right - left) * NODES / 2
        phase = np.exp(-2j * np.pi * order * x)
        total += transmission * (right - left) / 2 * np.sum(WEIGHTS * phase)
    return total


def intensity(order, duty, t_line, t_gap):
    return abs(coefficient(order, duty, t_line, t_gap)) ** 2


def slab_amplitude(n_in, n_film, n_out, thickness, wavelength):
    """Normal-incidence transmission including multiple reflections."""
    phase = 2 * np.pi * n_film * thickness / wavelength
    t_in = 2 * n_in / (n_in + n_film)
    t_out = 2 * n_film / (n_film + n_out)
    r_in = (n_in - n_film) / (n_in + n_film)
    r_out = (n_film - n_out) / (n_film + n_out)
    return (t_in * t_out * np.exp(1j * phase)
            / (1 + r_in * r_out * np.exp(2j * phase)))


def rigorous_powers(duty, n_line, n_gap, n_in, n_out, period,
                    thickness, wavelength, polarization, cutoff):
    """Return transmitted and reflected powers in all retained orders."""
    orders = np.arange(-cutoff, cutoff + 1)
    size = len(orders)
    identity = np.eye(size)
    kx = orders * wavelength / period

    def material_matrix(line_value, gap_value):
        harmonic = np.arange(size)
        values = (line_value - gap_value) * duty * np.sinc(harmonic * duty)
        values = values.astype(complex)
        values[0] += gap_value
        return toeplitz(values, values)

    epsilon = material_matrix(n_line ** 2, n_gap ** 2)
    if polarization == "TE":
        operator = np.diag(kx ** 2) - epsilon
        field_matrix = identity
        scale_in, scale_out = 1.0, 1.0
    else:
        inverse_epsilon = material_matrix(1 / n_line ** 2, 1 / n_gap ** 2)
        inner = kx[:, None] * np.linalg.inv(epsilon) * kx[None, :] - identity
        operator = np.linalg.solve(inverse_epsilon, inner)
        field_matrix = inverse_epsilon
        scale_in, scale_out = n_in ** 2, n_out ** 2

    eigenvalues, modes = np.linalg.eig(operator)
    decay = np.sqrt(eigenvalues.astype(complex))
    decay = np.where(decay.real < 0, -decay, decay)
    slopes = field_matrix @ (modes * decay[None, :])
    travel = np.exp(-decay * 2 * np.pi * thickness / wavelength)
    kz_in = np.sqrt(n_in ** 2 - kx ** 2 + 0j)
    kz_out = np.sqrt(n_out ** 2 - kx ** 2 + 0j)
    y_in = 1j * kz_in / scale_in
    y_out = 1j * kz_out / scale_out
    incident = np.zeros(size, dtype=complex)
    incident[cutoff] = 1

    matrix = np.block([
        [y_in[:, None] * modes - slopes,
         (y_in[:, None] * modes + slopes) * travel[None, :]],
        [(y_out[:, None] * modes + slopes) * travel[None, :],
         y_out[:, None] * modes - slopes]])
    right_side = np.concatenate((2 * y_in * incident, np.zeros(size)))
    amplitudes = np.linalg.solve(matrix, right_side)
    forward, backward = amplitudes[:size], amplitudes[size:]
    transmitted = modes @ (travel * forward + backward)
    reflected = modes @ (forward + travel * backward) - incident
    input_flux = (kz_in[cutoff] / scale_in).real
    power_t = abs(transmitted) ** 2 * (kz_out / scale_out).real / input_flux
    power_r = abs(reflected) ** 2 * (kz_in / scale_in).real / input_flux
    return power_t, power_r


# Rough typical chrome-on-glass grating, red light.
period_nm = 10000.0
wavelength_nm = 633.0
thickness_nm = 100.0
n_glass, n_air = 1.5, 1.0
n_chrome = 3.1 + 3.3j
target_ratio = 0.25
t_gap = slab_amplitude(n_glass, n_air, n_air, thickness_nm, wavelength_nm)
t_line = slab_amplitude(n_glass, n_chrome, n_air, thickness_nm, wavelength_nm)


def integrated_ratio(duty):
    return (intensity(2, duty, t_line, t_gap)
            / intensity(1, duty, t_line, t_gap))


def find_duties(ratio):
    grid = np.linspace(0.01, 0.99, 99)
    values = np.array([integrated_ratio(f) - ratio for f in grid])
    return [brentq(lambda f: integrated_ratio(f) - ratio, a, b, xtol=1e-13)
            for a, b, va, vb in zip(grid[:-1], grid[1:],
                                    values[:-1], values[1:]) if va * vb < 0]


duties = find_duties(target_ratio)
assert len(duties) == 2
assert np.allclose(duties, [1 / 3, 2 / 3], atol=1e-10)

# Test the formulas for amplitude, phase and mixed gratings.
for line, gap in ((0, 1), (1j, 1), (0.3 + 0.4j, 0.8 - 0.1j)):
    for duty in (0.17, 1 / 3, 0.42, 0.73):
        for order in range(1, 7):
            direct = coefficient(order, duty, line, gap)
            formula = ((line - gap) * np.sin(np.pi * order * duty)
                       / (np.pi * order))
            complement = coefficient(order, 1 - duty, line, gap)
            assert abs(direct - formula) < 1e-11
            assert abs(complement - (-1) ** (order + 1) * direct) < 1e-11
        direct_ratio = (intensity(2, duty, line, gap)
                        / intensity(1, duty, line, gap))
        assert abs(direct_ratio - np.cos(np.pi * duty) ** 2) < 1e-10
        zero = coefficient(0, duty, line, gap)
        assert abs(zero - ((1 - duty) * gap + duty * line)) < 1e-12
        zero_difference = (intensity(0, duty, line, gap)
                           - intensity(0, 1 - duty, line, gap))
        predicted = (1 - 2 * duty) * (abs(gap) ** 2 - abs(line) ** 2)
        assert abs(zero_difference - predicted) < 1e-12

# Test sensitivity by solving at two neighbouring measured ratios.
upper, lower = find_duties(0.251), find_duties(0.249)
slopes_direct = (np.array(upper) - np.array(lower)) / 0.002
slopes_formula = -1 / (np.pi * np.sin(2 * np.pi * np.array(duties)))
assert np.allclose(slopes_direct, slopes_formula, rtol=1e-4)

# A pure phase grating hides the choice even from zero-order intensity.
phase_zero = [intensity(0, f, 1j, 1) for f in duties]
assert abs(phase_zero[0] - phase_zero[1]) < 1e-10
phase_invariants = [coefficient(1, f, 1j, 1) * coefficient(-1, f, 1j, 1)
                    / coefficient(0, f, 1j, 1) ** 2 for f in duties]
phase_difference = abs(np.angle(phase_invariants[1] / phase_invariants[0],
                                deg=True))
assert phase_difference > 10

# Check the wave solver with a uniform film and a lossless grating.
for polarization in ("TE", "TM"):
    power_t, _ = rigorous_powers(
        0.5, n_chrome, n_chrome, n_glass, n_air, period_nm,
        thickness_nm, wavelength_nm, polarization, 10)
    assert abs(power_t[10] - abs(t_line) ** 2 / n_glass) < 1e-10
    power_t, power_r = rigorous_powers(
        0.37, 1.5, 1.0, n_glass, n_air, period_nm,
        thickness_nm, wavelength_nm, polarization, 40)
    assert abs(power_t.sum() + power_r.sum() - 1) < 1e-8

print(f"Period: {period_nm:.0f} nm")
print(f"Wavelength: {wavelength_nm:.0f} nm")
print(f"Chrome thickness: {thickness_nm:.0f} nm")
print(f"Chrome index (rough): {n_chrome.real:.1f} + {n_chrome.imag:.1f}i")
print(f"Glass index (rough): {n_glass:.1f}")
print(f"Given I2/I1: {target_ratio:.2f}")
leakage = abs(t_line / t_gap) ** 2
print(f"Chrome/gap transmitted intensity: {leakage:.6f}")
thin_zero_ratios = []
for duty, slope in zip(duties, slopes_formula):
    zero_ratio = (intensity(0, duty, t_line, t_gap)
                  / intensity(1, duty, t_line, t_gap))
    opaque_ratio = intensity(0, duty, 0, 1) / intensity(1, duty, 0, 1)
    thin_zero_ratios.append(zero_ratio)
    print(f"Duty cycle: {duty:.6f}; chrome width: {duty*period_nm:.1f} nm")
    print(f"  I1, opaque lines, unit gaps: {intensity(1, duty, 0, 1):.6f}")
    print(f"  I2, opaque lines, unit gaps: {intensity(2, duty, 0, 1):.6f}")
    print(f"  I3, opaque lines: {intensity(3, duty, 0, 1):.6f}")
    print(f"  I0, opaque lines: {intensity(0, duty, 0, 1):.6f}")
    print(f"  I0/I1, opaque lines: {opaque_ratio:.3f}")
    print(f"  I0/I1, with chrome leakage: {zero_ratio:.3f}")
    print(f"  Width change for ratio +0.01: {0.01*slope*period_nm:.1f} nm")
print(f"90 deg phase grating I0 at both duties: "
      f"{phase_zero[0]:.6f}, {phase_zero[1]:.6f}")
print(f"Phase-invariant difference: {phase_difference:.2f} deg")

sines = np.array([1, 2]) * wavelength_nm / period_nm
angles = np.degrees(np.arcsin(sines))
obliquity = np.sqrt((1 - sines[1] ** 2) / (1 - sines[0] ** 2))
print(f"Angles of orders 1 and 2: {angles[0]:.2f}, {angles[1]:.2f} deg")
print(f"Obliquity power factor, order 2/order 1: {obliquity:.5f}")

largest_change = 0.0
for polarization in ("TE", "TM"):
    rigorous_zero_ratios = []
    for index, duty in enumerate(duties):
        ratios = []
        for cutoff in (100, 150):
            power, _ = rigorous_powers(
                duty, n_chrome, n_air, n_glass, n_air, period_nm,
                thickness_nm, wavelength_nm, polarization, cutoff)
            ratios.append(power[cutoff + 2] / power[cutoff + 1])
        change = abs(ratios[1] - ratios[0])
        largest_change = max(largest_change, change)
        # The bound allows for slow convergence at sharp metal edges.
        assert change < 0.005
        # Finite edges may shift the inferred width by a fraction of a wave.
        assert abs(ratios[1] - target_ratio) < 0.05
        zero_ratio = power[cutoff] / power[cutoff + 1]
        rigorous_zero_ratios.append(zero_ratio)
        assert abs(zero_ratio / thin_zero_ratios[index] - 1) < 0.20
        inferred = np.arccos(np.sqrt(ratios[1])) / np.pi
        if duty > 0.5:
            inferred = 1 - inferred
        width_error = (inferred - duty) * period_nm
        print(f"{polarization}, duty {duty:.4f}: rigorous I2/I1 "
              f"{ratios[1]:.4f}, I0/I1 {zero_ratio:.3f}")
        print(f"  Apparent width error of thin formula: {width_error:.1f} nm")
    assert rigorous_zero_ratios[0] > 2 * rigorous_zero_ratios[1]
print(f"Largest I2/I1 change with more orders: {largest_change:.5f}")
print("PASS")
```

Output:

```
Period: 10000 nm
Wavelength: 633 nm
Chrome thickness: 100 nm
Chrome index (rough): 3.1 + 3.3i
Glass index (rough): 1.5
Given I2/I1: 0.25
Chrome/gap transmitted intensity: 0.000825
Duty cycle: 0.333333; chrome width: 3333.3 nm
  I1, opaque lines, unit gaps: 0.075991
  I2, opaque lines, unit gaps: 0.018998
  I3, opaque lines: 0.000000
  I0, opaque lines: 0.444444
  I0/I1, opaque lines: 5.849
  I0/I1, with chrome leakage: 5.830
  Width change for ratio +0.01: -36.8 nm
Duty cycle: 0.666667; chrome width: 6666.7 nm
  I1, opaque lines, unit gaps: 0.075991
  I2, opaque lines, unit gaps: 0.018998
  I3, opaque lines: 0.000000
  I0, opaque lines: 0.111111
  I0/I1, opaque lines: 1.462
  I0/I1, with chrome leakage: 1.458
  Width change for ratio +0.01: 36.8 nm
90 deg phase grating I0 at both duties: 0.555556, 0.555556
Phase-invariant difference: 73.74 deg
Angles of orders 1 and 2: 3.63, 7.27 deg
Obliquity power factor, order 2/order 1: 0.99395
TE, duty 0.3333: rigorous I2/I1 0.2354, I0/I1 5.616
  Apparent width error of thin formula: 54.3 nm
TE, duty 0.6667: rigorous I2/I1 0.2658, I0/I1 1.433
  Apparent width error of thin formula: 57.5 nm
TM, duty 0.3333: rigorous I2/I1 0.2439, I0/I1 5.744
  Apparent width error of thin formula: 22.6 nm
TM, duty 0.6667: rigorous I2/I1 0.2562, I0/I1 1.456
  Apparent width error of thin formula: 22.7 nm
Largest I2/I1 change with more orders: 0.00021
PASS
```
